How Many Equilibrium Surface Potentials Does a MOS Gate Allow?

**Question.** A voltage is applied to the gate of a MOS structure, and the semiconductor beneath settles into equilibrium. The potential at its surface obeys a transcendental equation containing growing and decaying exponentials. How many solutions can it have, and what decides the number?

**The competition at the surface**

Consider a uniform p-type semiconductor under an ideal insulator. It is thick enough for its interior to be neutral, and one Fermi level holds throughout. Let x be the depth below the interface and ψ(x) the potential relative to the neutral interior. The surface potential is s = ψ(0). The gate voltage V is measured from flat band, so V = 0 leaves ψ = 0 everywhere. The insulator has capacitance C > 0 per area, and for now there is no charge at its interface.

Raising s has two effects. It reduces the voltage V − s across the insulator, and hence the positive charge C(V − s) on the gate. It also attracts electrons and repels holes, making the semiconductor charge more negative. The gate thus offers less positive charge while the semiconductor demands more. Two such trends can balance at most once. It remains to show that the semiconductor charge really has this trend and that a balance exists.

**From carrier density to signed charge**

Atomic units are used in the algebra: the elementary charge is 1, and a medium of relative permittivity κ has ε = κ/4π. Let β = 1/kT, let N be the density of fully ionised acceptors, and let p₀ and n₀ be the interior hole and electron densities. For nondegenerate carriers the charge density is

ρ(ψ) = p₀e^(−βψ) − n₀e^(βψ) − N, with p₀ − n₀ = N.

The second relation is interior neutrality, so ρ(0) = 0. Differentiation gives

ρ'(ψ) = −β[p₀e^(−βψ) + n₀e^(βψ)] < 0.

Thus ρ is negative for ψ > 0 and positive for ψ < 0. Define

U(ψ) = −∫₀^ψ ρ(z) dz.

Since U' = −ρ and U'' = −ρ' > 0, U is strictly convex. Its minimum is U(0) = 0. Integrating the density explicitly,

U(ψ) = kT[p₀(e^(−βψ) − 1) + n₀(e^(βψ) − 1)] + Nψ.

The total charge requires Poisson's equation, εψ'' = −ρ(ψ), where primes on ψ mean d/dx. Multiply by ψ':

εψ'ψ'' = −ρψ', or d(εψ'²/2)/dx = dU/dx.

Both ψ' and U vanish in the interior, so the integration constant is zero:

εψ'²/2 = U(ψ).

Squaring has removed the direction of the field, which must be restored. For s > 0 the profile falls from s to zero. It cannot turn on the way, because ψ' = 0 requires U = 0, which occurs only at ψ = 0. Hence ψ' < 0. For s < 0 the same argument gives ψ' > 0. The semiconductor charge per area is

Q = ∫₀^∞ ρ dx = −ε∫₀^∞ ψ'' dx = εψ'(0).

Therefore

Q(s) = −sgn(s)√(2εU(s)).

To find its slope for s ≠ 0, differentiate Q² = 2εU:

2Q dQ/ds = 2εU' = −2ερ(s),

dQ/ds = −ερ(s)/Q(s).

The charges ρ(s) and Q(s) have the same sign: both are negative for s > 0 and positive for s < 0. Their ratio is positive, so the capacitance

C_s = −dQ/ds = ε|ρ(s)|/|Q(s)|

is positive. At s = 0 this is a ratio of zeros. There U ≈ U''(0)s²/2, with U''(0) = β(p₀ + n₀), so Q ≈ −s√(εU''(0)) and

C_s(0) = √(εβ(p₀ + n₀)) > 0.

The signed charge therefore falls strictly as s rises, from accumulation through depletion into inversion.

**One balance, and one minimum**

With no interface charge, the gate and semiconductor charges sum to zero:

C(V − s) + Q(s) = 0, or V = F(s), where F(s) = s − Q(s)/C.

The slope is

F'(s) = 1 + C_s/C > 1,

so F cannot take the same value twice. For existence, take V > 0. Then F(0) = 0 lies below V, while F(V) = V − Q(V)/C lies above V because Q(V) is negative. Continuity gives a root between 0 and V. For V < 0 the inequalities reverse and the root lies between V and 0. For V = 0 it is s = 0. There is exactly one root for every real V.

The same balance is the stationary condition of a scalar function. Define

W(s) = −∫₀ˢ Q(z) dz,

G(s) = C(V − s)²/2 + W(s).

Then

dG/ds = −C(V − s) − Q(s),

d²G/ds² = C + C_s > C.

The root is the unique minimum of G. The two contributions to the curvature have separate roles. Falling signed charge makes W convex. The insulator supplies a curvature C that never fades, so G would be strictly convex even if Q were constant. Monotonic charge is therefore sufficient for uniqueness, but more than is needed: the total curvature need only stay positive.

Differentiating V = F(s) along the solution gives the response

ds/dV = 1/F'(s) = C/(C + C_s),

which lies between 0 and 1. In the limit of a very thin insulator, C → ∞ at fixed V. Since s stays between 0 and V, Q(s) remains bounded, so Q/C → 0 and s → V. In the opposite limit C → 0, the balance forces Q → 0 and hence s → 0.

**What the scalar function represents**

Consider trial profiles ψ(x) that decay to zero in the interior, and the functional

J[ψ] = ∫₀^∞ [εψ'²/2 + U(ψ)] dx + C(V − ψ(0))²/2.

Vary ψ by δψ and integrate the gradient term by parts:

δJ = ∫₀^∞ (−εψ'' − ρ)δψ dx − [εψ'(0) + C(V − ψ(0))]δψ(0).

Setting this to zero for every δψ gives Poisson's equation inside and the charge balance at the surface.

Now hold s fixed, with s > 0, and complete the square:

εψ'²/2 + U = (√ε ψ' + √(2U))²/2 − √(2εU) ψ'.

The last term integrates to

−∫₀^∞ √(2εU) ψ' dx = ∫₀ˢ √(2εU(z)) dz = W(s).

The squared term is never negative, and it vanishes for the Poisson profile. So W(s) is the smallest value of the depth integral at that surface potential. For s < 0, reversing the sign inside the square gives the same result. Minimising J over all profiles thus reduces to minimising G over one number.

The minimum value also has a thermodynamic meaning. Since dG/ds = 0 there, changing V gives

dG_min/dV = C(V − s),

which is the gate charge per area. At fixed temperature and electrode potentials, the grand potential Ω per area satisfies dΩ/dV = −(gate charge). As G_min = 0 at V = 0,

G_min(V) = −[Ω(V) − Ω(0)].

G is not the stored field energy. Along the Poisson profile εψ'²/2 = U, so only half of W is field energy, and G exceeds the stored field energy by W/2. For the silicon example below at V = 1 V, the field energy is 0.0079 eV/nm2 while G is 0.0127 eV/nm2.

This view extends the argument to doping that varies with depth. Let U depend on x as well, with ρ still falling as ψ rises at each depth, and assume that minimising profiles exist. Take the minimising profiles for surface values a and b. Their average has surface value (a + b)/2. Because the depth integral is strictly convex, its value for the average profile lies below the mean of W(a) and W(b). Minimising at the new surface value can only lower it further, so

W((a + b)/2) < [W(a) + W(b)]/2.

The first integral was not needed. With nonuniform doping, however, V must be measured from a chosen reference, since no single gate voltage need flatten the bands everywhere.

**Where the reason can fail**

The sign of Q is essential. Squaring the balance gives

(V − s)² = 2εU(s)/C²,

which also admits V − s = Q/C, the wrong sign. For V > 0, the left side is larger at s = 0. As s → −∞, the exponential in U makes the right side larger. A false root must therefore exist at negative s. For the silicon example below, V = 1 V gives s = −0.156 V and 0.708 V; only the second balances the charge. At V = 0.25 V the squared equation has four roots: −0.097, 0.134, 0.492 and 1.043 V. The genuine one is 0.134 V, the only one between 0 and V.

Interface charge q(s) changes the balance to C(V − s) + q + Q = 0 and the curvature to

d²G/ds² = C + C_s − dq/ds.

Ordinary traps in equilibrium gain electrons as s rises, because their levels move down relative to the Fermi level. Thus dq/ds ≤ 0, and uniqueness survives.

Now invent a sheet with the opposite behaviour:

q(s) = A/(1 + e^(−β(s − s₀))), with s₀ = 0.5 V.

Its steepest slope is A/(4kT). At 300 K, kT = 0.02585 eV. For A = 0.05 uC/cm2 the slope is

0.05/(4 × 0.02585) = 0.48 uF/cm2.

This exceeds C_s near s₀, so the total charge q + Q is no longer monotonic. But it is smaller than the example's C = 1.151 uF/cm2, so G remains strictly convex and one root remains. For A = 0.40 uC/cm2 the slope is 3.87 uF/cm2, enough to make the curvature negative near s₀. At V = 0.570 V there are then three roots: 0.366, 0.500 and 0.639 V. The outer two are minima of G and the middle one is a maximum.

Counts at 81 gate voltages from −2 to 2 V gave one root each for the original structure, for the weak invented sheet and for ordinary traps of 0.40 uC/cm2. The strong invented sheet gave up to three.

**Numbers for a silicon gate stack**

Take 3.0 nm of silicon dioxide on silicon with 5×10¹⁷ acceptors per cm³ at 300 K. The relative permittivities are 3.9 and 11.7, the silicon gap is 1.12 eV, and the effective densities of states are 2.8×10¹⁹ cm⁻³ for electrons and 2.7×10¹⁹ cm⁻³ for holes. These are rough typical values.

At V = 1 V the root is s = 0.7077 V, or 0.02601 hartree/e. The charge is Q = −0.3364 uC/cm2, and the balance reads

0.7077 + 0.3364/1.1510 = 0.7077 + 0.2923 = 1.0000 V.

Holes are depleted at the surface. Electrons already outnumber them there, which is called weak inversion, but are still far fewer than the acceptors. The hole exponential is negligible there and the electron term is still small, so U ≈ N(s − kT) and |ρ| ≈ N. Using Q² = 2εU to eliminate εN,

C_s ≈ εN/|Q| = |Q|/[2(s − kT)] = 0.3364/(2 × 0.6819) = 0.247 uF/cm2.

The full expression gives 0.2468 uF/cm2. The response is therefore

ds/dV = 1.1510/(1.1510 + 0.2468) = 0.82.

Most of a small gate-voltage change reaches the surface.

At V = 2 V, s = 1.054 V and C_s has risen to 18.1 uF/cm2. The response is

1.151/(1.151 + 18.10) = 0.060.

Inversion electrons now supply most of the added charge for a small change in s. They account for 0.682 of the total 1.089 uC/cm2. Going from 1.5 to 2.0 V on the gate moves s by only 0.048 V. These V = 2 V values belong to classical Boltzmann electrons. Fermi–Dirac statistics give C_s ≈ 12 uF/cm2 and a response of 0.087, and quantum confinement of the inversion layer brings them to roughly 6 uF/cm2 and 0.16.

Accumulation is the second steep case. When nondegenerate holes dominate, U ≈ kT p and |ρ| ≈ p, with p the surface hole density, so

C_s ≈ |Q|/(2kT).

At V = −2 V this gives 2.0956/(2 × 0.02585) = 40.5 uF/cm2, against 40.8 from the full expression. The surface potential is −0.179 V and the response is 0.027. These values belong to the Boltzmann model, not to real silicon: the surface hole density is about 19 times the effective density of states, and Fermi–Dirac statistics would more than halve C_s. The response would still be small, so the surface potential flattens at both ends of the voltage range. This flattening does not threaten uniqueness. Several roots at one V would require dV/ds = F'(s) to reach zero somewhere, which would make ds/dV diverge. Here F' exceeds 1 everywhere, and it is largest where the curve is flattest.

The reduction to one variable was tested by minimising J on a depth grid without the formula for Q. At V = −1, 0.5, 1 and 2 V, the surface potentials agreed with the scalar roots within 1.1×10⁻⁷ V. The minimum energies agreed with the scalar values to a relative difference of 3.5×10⁻⁷. At V = 1 V the minimum is 0.0127 eV/nm2.

Convexity was tested separately on all pairs of nine surface potentials from −0.4 to 1.2 V. For each pair, the mean of G at the ends minus G at the midpoint was divided by the insulator's own contribution, C(b − a)²/8. The smallest ratio was 1.216. A constant semiconductor charge would give 1; the excess comes from the convexity of W.

**How close this is to a real transistor**

The stack lies in the regime of low-voltage silicon transistors with oxides a few nanometres thick. V is not the terminal voltage. With a heavily doped n-type silicon gate, flat band lies roughly at −1 V, so V = 2 V corresponds to about 1 V on the gate if depletion of the gate itself is neglected. V = −2 V corresponds to about −3 V, outside low-voltage operation, and serves here only to illustrate accumulation. At V = 2 V the oxide field is (2 − 1.054)/3.0 = 0.315 V/nm, or 3.15 MV/cm, below a rough breakdown field of 10 MV/cm. The assumption most clearly broken at this bias is that of classical electrons. For a (100) surface, where the mass normal to the interface is 0.92 mₑ in two valleys and 0.19 mₑ in the other four, a triangular-well estimate puts the lowest confined level about 0.14 eV above the surface band edge for mass 0.92 mₑ, and about 0.24 eV for mass 0.19 mₑ. The lower value exceeds five times kT. It suggests that s could shift by the order of 0.1 V, but this is a scale, not a self-consistent correction. The triangular-well charge depth of about 1.3 nm counts only the lowest level. A self-consistent effective-mass solution with a hard wall at the interface and all six valleys puts the electrons about 1.7 nm deep and raises s to about 1.17 V. The classical layer is itself about 0.5 nm deep, so the added depth of about 1.2 nm is equivalent to about 0.4 nm of oxide.

Carrier degeneracy matters less for s at V = 2 V. The Boltzmann electron density at the surface is 4.2 times the effective density of states, outside the range where Boltzmann statistics are justified. Fermi–Dirac statistics change s from 1.054 to 1.068 V at the same V. Adding incomplete ionisation, with an isolated acceptor level at 0.045 eV and 76% ionisation in the interior, gives 1.061 V. In both models Q fell throughout the tested range from −0.5 to 1.5 V. The reason is unchanged: raising the potential adds electrons, removes holes and ionises more acceptors. Uniqueness with quantum confinement has not been proved here.

A temperature rise of 100 K moves the inversion value further than carrier degeneracy does. With the gap held fixed and the effective densities of states scaled as T^(3/2), raising T to 400 K at V = 2 V lowers s to 0.998 V. The real gap shrinks by roughly 0.03 eV over this range, which would lower s further, to about 0.97 V. To see why, write the surface electron density as n = n₀e^(βs), with n₀ ≈ N_cN_v e^(−βE_g)/N. Here N_c and N_v are the effective densities of states and E_g is the gap. Solving for s,

s ≈ E_g − kT ln[N_cN_v/(nN)].

The logarithm is positive here, so at fixed n a higher temperature reduces s. At V = 1 V, where acceptors still supply nearly all the semiconductor charge, the change is only from 0.708 to 0.709 V.

The single Fermi level also needs a supply of electrons. With source and drain grounded to the body, diffusion across a 100 nm channel at a rough mobility of 300 cm2/Vs takes about 10⁻¹¹ s. A rough tunnelling estimate at V = 2 V, with a 3.1 eV barrier and an oxide mass of 0.4 mₑ, gives an escape time of 0.7 s through the oxide, with a leakage of 10⁻⁶ A/cm2. It is sensitive to the mass: 0.3 mₑ gives 0.01 s and 6×10⁻⁵ A/cm2, while 0.5 mₑ gives 25 s and 3×10⁻⁸ A/cm2. Resupply is so much faster that this leakage barely disturbs equilibrium. A drain bias is different: it splits the Fermi levels, and the proof above does not cover that case. The values of the basic model are tabulated in the numerical output.

Numbers as computed

```
acceptor density = 5.0e+17 cm^-3; oxide = 3.0 nm
relative permittivity: Si 11.7, oxide 3.9
gap = 1.12 eV; Nc = 2.8e+19, Nv = 2.7e+19 cm^-3
kT at 300 K = 0.02585 eV
intrinsic density = 1.08e+10 cm^-3
bulk electron density = 231.4 cm^-3
oxide capacitance C = 1.1510 uF/cm2
V (V) | s (V) | Q (uC/cm2) | C_s (uF/cm2) | ds/dV
-2.00 | -0.17938 |   2.0956 |  40.8058 | 0.0274
-1.00 | -0.14106 |   0.9887 |  19.5799 | 0.0555
 0.00 |  0.00000 |  -0.0000 |   1.7917 | 0.3911
 0.50 |  0.31100 |  -0.2175 |   0.3815 | 0.7511
 1.00 |  0.70773 |  -0.3364 |   0.2468 | 0.8235
 1.50 |  1.00638 |  -0.5682 |   5.5954 | 0.1706
 2.00 |  1.05412 |  -1.0888 |  18.1019 | 0.0598
s at V=1 V, converted = 0.026009 hartree/e
minimum G at V=1 V = 0.01267 eV/nm2
largest depth-profile difference in s = 1.1e-07 V
largest relative difference in minimum G = 3.5e-07
smallest midpoint convexity ratio = 1.216 (bound 1)
gate voltages scanned = 81; most roots = 1
squared equation, V=0.25 V: s = -0.0965, 0.1337, 0.4915, 1.0432 V
squared equation, V=1.0 V: s = -0.1561, 0.7077 V
wrong-sign sheet 0.05 uC/cm2: most roots = 1
wrong-sign sheet 0.40 uC/cm2: most roots = 3
  at V=0.5700 V: s = 0.3656, 0.5000, 0.6388 V
ordinary traps 0.40 uC/cm2: most roots = 1
Neglected effects, at V=2 V unless stated:
oxide field = 3.15 MV/cm (rough breakdown 10)
surface electron density / Nc = 4.22
s with Fermi-Dirac carriers = 1.0679 V
acceptor level = 0.045 eV; bulk ionised = 0.757
s with both corrections = 1.0613 V
inversion charge magnitude = 0.6821 uC/cm2
mean inversion-layer field = 0.722 MV/cm
lowest level, mass 0.92 m_e = 0.140 eV
lowest level, mass 0.19 m_e = 0.237 eV
quantum charge depth = 1.30 nm
equivalent added oxide = 0.43 nm
tunnel barrier = 3.1 eV; oxide mass = 0.4 m_e
tunnel escape time = 6.6e-01 s; leakage = 1.0e-06 A/cm2
mobility = 300 cm2/Vs; channel = 100 nm
channel resupply time = 1.3e-11 s
s at 400 K: V=1 V gives 0.7090 V
s at 400 K: V=2 V gives 0.9975 V
```
